# The Thomas-Fermi atom with the Fermi-Amaldi factor

## Problem

The Hartree energy of a continuous density includes the repulsion of each electron with itself. The Fermi-Amaldi correction multiplies this energy by $(N-1)/N$, the fraction of ordered pairs that consist of two different electrons. For $N>1$ electrons and a point nucleus of charge $Z$, the Thomas-Fermi energy in Hartree atomic units becomes

$$E[n]=T-A+\kappa J,\qquad \kappa=\frac{N-1}{N},$$

$$T=C_F\int n^{5/3}d^3r,\qquad A=Z\int\frac{n}{r}\,d^3r,\qquad J=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

with $C_F=\frac{3}{10}(3\pi^2)^{2/3}$. The density is spin-unpolarized, and $N$ need not be an integer.

(a) Derive the equation for the minimizing density at fixed $N$, and put it in scaled form.

(b) For which $N$ does the density end at a finite radius? Treat the neutral atom in particular.

(c) Find the largest $N$ for which a minimizing density exists.

(d) Relate the energy and radius to those of an ordinary Thomas-Fermi ion. Evaluate the neutral chlorine atom, $Z=17$.

(e) Is the system with the largest $N$ also stable against losing an electron?

## Solution

### (a) The equation for the density

Since $N$ is fixed, $\kappa$ is a constant during the variation. With a multiplier $\mu$ for the electron number, and $\frac53C_F=\frac12(3\pi^2)^{2/3}$, the condition where $n>0$ is

$$\frac12(3\pi^2n)^{2/3}=\varphi,\qquad \varphi=\mu+\frac Zr-\kappa v_H,\qquad v_H(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'.$$

Where $n=0$, adding charge must not lower $E-\mu N$, which requires $\varphi\le0$.

These conditions are sufficient as well as necessary. The kinetic term is strictly convex in $n$, the attraction is linear, and $\kappa J$ is convex because the Coulomb interaction is positive definite. A density that satisfies them is therefore the unique minimizer, and uniqueness makes it spherical.

Solving for the density gives $n=(2\varphi)^{3/2}/(3\pi^2)$. Away from the nucleus $\nabla^2v_H=-4\pi n$, so

$$\frac1r\frac{d^2(r\varphi)}{dr^2}=4\pi\kappa n=\frac{4\kappa}{3\pi}(2\varphi)^{3/2}.$$

Put $r\varphi=Z\chi(x)$ and $r=b'x$. The left side is $Z\chi''/(rb'^2)$, and multiplication by $rb'^2/Z$ gives

$$\chi''=\frac{8\sqrt2}{3\pi}\,\kappa\sqrt Z\,b'^{3/2}\,\frac{\chi^{3/2}}{\sqrt x}.$$

The prefactor is one if

$$b'=\kappa^{-2/3}\,\frac12\left(\frac{3\pi}{4}\right)^{2/3}Z^{-1/3},\qquad\text{so that}\qquad \chi''=\frac{\chi^{3/2}}{\sqrt x}.$$

At the nucleus $r\varphi\to Z$, hence $\chi(0)=1$.

For the outer condition, let $Q(r)$ be the number of electrons inside $r$. Gauss's law gives $\varphi'=-(Z-\kappa Q)/r^2$. Differentiating $r\varphi=Z\chi$ gives $\varphi+r\varphi'=Z\chi'/b'$. After multiplication by $r$ and rearrangement,

$$Z-\kappa Q=Z(\chi-x\chi').$$

At an edge $x_0$ we have $\chi=0$ and $Q=N$. Since $\kappa N=N-1$,

$$-x_0\chi'(x_0)=q,\qquad q=\frac{Z-N+1}{Z}.$$

Without the correction, $\kappa=1$, the right side would be $(Z-N)/Z$. The factor shifts the charge balance by one unit.

### (b) The finite radius

Let $1<N<Z+1$, so that $0<q<1$. We look for an $x_0$ such that the solution started at the edge with $\chi(x_0)=0$, $\chi'(x_0)=-q/x_0$ reaches $\chi(0)=1$ when followed inward. Integration by parts gives

$$\int_0^{x_0}x\chi''dx=\big[x\chi'-\chi\big]_0^{x_0}=-q+\chi(0),$$

and, since $x\chi''=\sqrt x\,\chi^{3/2}$,

$$\chi(0)=q+\int_0^{x_0}\sqrt x\,\chi^{3/2}dx.$$

- For small $x_0$, as long as $\chi\le1$ the integral is at most $\frac23x_0^{3/2}$. The same integration from $x$ to $x_0$ gives $\chi(x)-x\chi'(x)=q+\int_x^{x_0}\sqrt{s}\,\chi^{3/2}ds$, and convexity with $\chi'(x_0)<0$ makes $\chi'<0$ throughout. So $\chi(x)\le q+\frac23x_0^{3/2}$ as long as $\chi\le1$ on $[x,x_0]$. Since $q<1$, this bound is below 1 for small $x_0$, so $\chi$ can never reach 1 on the way inward, and $\chi(0)<1$.
- The function is convex, so it lies above its tangent at the edge, $\chi\ge q(1-x/x_0)$. The integral is then at least $q^{3/2}x_0^{3/2}\int_0^1\sqrt s\,(1-s)^{3/2}ds$. For large $x_0$ the solution therefore exceeds 1 at the nucleus, or already before reaching it.

By continuity some finite $x_0$ gives $\chi(0)=1$. Outside this edge Gauss's law gives

$$\varphi=\mu+\frac{Z-N+1}{r},\qquad \varphi(R)=0\;\Rightarrow\;\mu=-\frac{Z-N+1}{R},\qquad R=b'x_0.$$

For $r>R$ this $\varphi$ is negative, as required where $n=0$. All conditions of part (a) hold, so this is the minimizer.

For the neutral atom $q=1/Z$ and $\mu=-1/R$. Physically, an electron at the edge is repelled by only $N-1$ others and feels a net charge $+1$. If $\mu$ were zero, the tail $\varphi=1/r$ would give $n\propto r^{-3/2}$, whose integral diverges. A negative $\mu$ cuts this tail off. In the uncorrected neutral atom the charge balance vanishes at the outside, and the density extends to infinity.

The sharp edge belongs to the local kinetic energy, which allows no density where $\varphi<0$. Quantum-mechanical densities decay smoothly through that region, so $R$ is a property of this model and not a measurable atomic size.

### (c) The largest electron number

As $N\to Z+1$, $q\to0$ and the radius grows without bound. To see this, suppose $x_0$ stayed bounded. The small-$x_0$ estimate keeps it away from zero, so the edge slope $-q/x_0$ would tend to zero. The solution would then tend to $\chi=0$, in conflict with $\chi(0)=1$.

At $N=Z+1$ a minimizer still exists. Start solutions at $\chi(0)=1$ with various slopes. A slope of $-4$ leads to a zero: while $0\le\chi\le1$, $\chi'\le-4+2\sqrt x$, which would give $\chi(1)\le1-4+\frac43<0$. A slope of zero makes $\chi$ rise. Both behaviours persist under small changes of slope, so some slope between them gives neither. A solution cannot touch zero with zero slope, since it would then vanish identically. The intermediate one thus stays positive and never rises. It must tend to zero, because a positive limit $c$ would give $\chi''\ge c^{3/2}/\sqrt x$ and eventually a positive slope. Convexity gives $-\frac x2\chi'(x)\le\chi(x/2)-\chi(x)\to0$, so $\chi-x\chi'\to0$ and $\kappa N=Z$, with $\mu=0$. This is the universal function of the uncorrected neutral atom.

For $N>Z+1$ suppose a minimizer existed.

1. If $\mu>0$, then $\varphi\to\mu$ far away and the density tends to a positive constant, which holds infinitely many electrons. Hence $\mu\le0$.
2. At large $r$, $\kappa Q(r)>Z$. Since $v_H\ge Q/r$, $\varphi\le\mu+(Z-\kappa Q)/r<0$, and the density must end at some $R$.
3. Continuity requires $\varphi(R)=0$, but $\varphi(R)=\mu+(Z-N+1)/R<0$.

This contradiction makes $N=Z+1$, the singly charged anion, the limit of existence.

The same argument at a given $\kappa$ shows that at most $Z/\kappa$ electrons can be held. The excess is

$$N-\frac Z\kappa=\frac{N(N-1-Z)}{N-1}.$$

For $Z=17$, $N=19$ it is $19/18\approx1.056$. In a spherical box of radius 80 bohr, the numerical minimum has 1.058 electrons beyond 40 bohr. For $N=18$ only 0.005 electrons lie there.

### (d) Mapping, energy and the chlorine atom

Write $n=m/\kappa$, so that $m$ integrates to $\kappa N=N-1$. Then

$$E=\frac1\kappa\left(\kappa^{-2/3}T[m]-A[m]+J[m]\right).$$

Next set $m(\mathbf r)=\lambda^3g(\lambda\mathbf r)$, which keeps the electron number. It gives $T[m]=\lambda^2T[g]$, while $A$ and $J$ acquire one factor $\lambda$. With $\lambda=\kappa^{2/3}$ every term in the bracket carries $\kappa^{2/3}$, and minimization over $g$ yields

$$E(N,Z)=\left(\frac{N}{N-1}\right)^{1/3}E_{TF}(N-1,Z),\qquad R(N,Z)=\kappa^{-2/3}R_{TF}(N-1,Z).$$

The corrected neutral atom is a rescaled ordinary cation of charge $+1$.

The energy also follows from the solution $\chi$. Scaling the minimizer changes its energy to $\lambda^2T-\lambda(A-\kappa J)$. Stationarity at $\lambda=1$ gives $2T=A-\kappa J$, hence $E=-T$. Multiplying the equation for $n$ by $n$ and integrating, with $\int nv_H\,d^3r=2J$, gives

$$\tfrac53T-A+2\kappa J=\mu N.$$

Insert $\kappa J=A-2T$. The left side becomes $A-\frac73T$, so

$$E=-\tfrac37(A-\mu N).$$

To obtain $A=Zv_H(0)$, compare the constant terms of $\varphi$ at the nucleus, $Z\chi'(0)/b'=\mu-\kappa v_H(0)$:

$$A=\frac Z\kappa\left(\mu-\frac{Z\chi'(0)}{b'}\right).$$

For neutral chlorine $\kappa=16/17$, $b'=0.35852$ bohr and $q=1/17$. The numerical solution has $x_0=14.783$ and $\chi'(0)=-1.588087$. Therefore

$$R=0.35852\times14.783=5.30\ \text{bohr}=2.80\ \text{Å},\qquad \mu=-\frac1{5.30}=-0.189\ \text{hartree},$$

$$A=\frac{17}{0.941176}\left(-0.18868+\frac{17\times1.588087}{0.35852}\right)=1356.7\ \text{hartree},$$

$$E=-\tfrac37(1356.743+17\times0.18868)=-582.8\ \text{hartree}.$$

Direct minimization of the energy on radial shells, without the scaled equation, gives 5.30 bohr and $-582.8$ hartree. This energy belongs to the model: the Hartree-Fock energy of the chlorine atom is about $-459.5$ hartree, so the model value is some 27% too large in magnitude. The radius grows to 7.5 bohr at $N=17.5$, 15.4 bohr at 17.9 and 24.9 bohr at 17.97.

### (e) Existence is not stability

When $N$ itself changes, so does $\kappa$, with $d\kappa/dN=1/N^2$. The change of the density contributes $\mu$ per added electron, and the explicit change of $\kappa$ contributes $J/N^2$:

$$\frac{dE}{dN}=\mu+\frac{J}{N^2}.$$

At the limiting anion $\mu=0$, so the derivative is positive: the energy falls when charge is removed. For neutral chlorine, with $J=203.01$ hartree, it is already positive, $-0.1887+0.7025=0.5138$ hartree. The energies are

| $N$ | $E$ (hartree) |
|---|---|
| 16 | $-583.21$ |
| 17 | $-582.84$ |
| 18 | $-582.24$ |

The anion lies 0.59 hartree, or 16 eV, above the neutral atom, taken with its own factor $\kappa=16/17$, plus a distant electron at rest (from the less rounded energies $-582.243$ and $-582.836$ hartree). The numerical minimum of $E(N)$ is at $N\approx15.5$, a positive ion. Real chlorine binds an extra electron, so the model has the wrong sign here.

The origin is the term $J/N^2$. At fixed $\kappa$ the derivative would be $\mu\le0$, and removing charge would not lower the energy to first order. In the model, however, $\kappa$ depends on how a distant electron is counted. If it is still counted in $N=18$, the electrons left behind keep $\kappa=17/18$, and the separated arrangement cannot lie below the anion, which is the minimizer at that $N$. If it is dropped from the count, $\kappa$ falls to $16/17$ for all the electrons left behind and the energy drops below the anion, although their mutual repulsion should not depend on this bookkeeping. The factor is thus not size-consistent. It sets the limit $N=Z+1$ for a density at fixed $N$, but energy differences between charge states inherit this defect.

The numerical check checks the minimum, the mapping and the derivative numerically.

## Values computed for the example and the checks

```
Chlorine, Fermi-Amaldi Thomas-Fermi model, Z = 17
neutral: kappa = 0.941176
neutral: scaled length b' = 0.35852 bohr
neutral: edge condition 1/Z = 0.058824
neutral: scaled edge x0 = 14.7826
neutral: initial slope chi'(0) = -1.5880870
universal initial slope (x0 infinite) = -1.5880710
neutral: radius R = 5.2998 bohr
neutral: radius R = 2.8046 angstrom
neutral: mu = -0.18868 hartree
neutral: attraction A = 1356.743 hartree
neutral: full Hartree energy J = 203.013 hartree
neutral: kappa*J = 191.071 hartree
shell minimum: R = 5.3007 bohr
shell minimum: mu = -0.18866 hartree
shell minimum: E = -582.829 hartree
cost of 0.1% charge put beyond R = 0.001763 hartree
plain TF cation N=16: R = 5.0907 bohr
plain TF cation N=16: E = -571.170 hartree
mapping factors: radius 1.04124, energy 1.02041
radius for N = 16.00: 3.574 bohr
radius for N = 17.00: 5.300 bohr
radius for N = 17.50: 7.516 bohr
radius for N = 17.90: 15.352 bohr
radius for N = 17.97: 24.882 bohr
N=18, box 40 bohr: mu = 6.377e-05 hartree
N=18, box 80 bohr: mu = 4.527e-06 hartree
N=18, box 40: electrons beyond 20 bohr = 0.0306
N=18, box 80: electrons beyond 40 bohr = 0.0050
N=19: predicted escaping charge = 1.0556 electrons
N=19, box 40: electrons beyond 20 bohr = 1.0771
N=19, box 80: electrons beyond 40 bohr = 1.0578
E(N=16) = -583.2128 hartree
E(N=17) = -582.8362 hartree
E(N=18) = -582.2431 hartree
E(18)-E(17) = 0.5930 hartree
E(18)-E(17) = 16.14 eV
E(18)-E(17) from shell minima = 0.5931 hartree
neutral: J/N^2 = 0.70247 hartree
neutral: mu + J/N^2 = 0.51378 hartree
neutral: dE/dN by finite difference = 0.51371 hartree
anion: J/N^2 = 0.63425 hartree
N of lowest energy = 15.490
lowest energy = -583.2688 hartree
```
